# From the Kadanoff-Baym equations to Boltzmann transport among random impurities

**Q:** You want a Boltzmann equation for electrons among random impurities, starting from Green functions. What is the model, and where does randomness enter?

**A:** I set $\hbar=m=e=1$. Electrons with $\varepsilon_p=p^2/2$ move in a smooth potential energy $U(\mathbf r,t)$ and among static impurities $v(\mathbf r-\mathbf R_j)$, placed independently with mean density $n_i$. Phonons, electron-electron collisions, magnetic fields and spin-orbit coupling are absent from the start.

The mean impurity potential is a constant and goes into $U$. The correlation of the rest is

$$C(\mathbf r_1-\mathbf r_2)=n_i\int d^3R\,v(\mathbf r_1-\mathbf R)\,v(\mathbf r_2-\mathbf R),$$

with Fourier transform $W(\mathbf q)=n_i|v(\mathbf q)|^2$. The self-consistent Born approximation takes $\Sigma(1,2)=C(\mathbf r_1-\mathbf r_2)\,G(1,2)$ for the retarded ($R$), advanced ($A$) and lesser ($<$) components alike, because the potential is static.

This already discards three things: third and higher cumulants (repeated scattering on one impurity), diagrams with crossed impurity lines, and differences between individual samples.

**Q:** How do you get a kinetic equation without assuming one?

**A:** Read $G$ and $\Sigma$ as operators on functions of $(\mathbf r,t)$. The lesser function is $G^<=G^R\Sigma^<G^A$ plus a term carrying the initial state, which I drop because $G^R$ has decayed long after the start. Multiply by $(G^R)^{-1}=G_0^{-1}-\Sigma^R$ from the left, or by $(G^A)^{-1}=G_0^{-1}-\Sigma^A$ from the right:

$$(G_0^{-1}-\Sigma^R)G^<=\Sigma^<G^A,\qquad G^<(G_0^{-1}-\Sigma^A)=G^R\Sigma^<.$$

Write $\Sigma^{R,A}=S\mp i\Gamma/2$ and $G^{R,A}=P\mp iA/2$, where an unlabelled $A$ is the spectral weight. In the difference of the two equations the self-energy terms on the left are

$$-\Sigma^RG^<+G^<\Sigma^A=-[S,G^<]+\tfrac i2[\Gamma,G^<]_+,$$

and the right side is

$$\Sigma^<G^A-G^R\Sigma^<=[\Sigma^<,P]+\tfrac i2[A,\Sigma^<]_+.$$

Hence

$$[G_0^{-1}-S,G^<]-[\Sigma^<,P]=\tfrac i2\big([A,\Sigma^<]_+-[\Gamma,G^<]_+\big).$$

No gradient has been assumed small yet.

**Q:** Now comes the gradient expansion. Where do its signs come from?

**A:** From the Wigner transform

$$a(\mathbf p,\omega;\mathbf r,t)=\int d^3s\,d\tau\,e^{-i\mathbf p\cdot\mathbf s+i\omega\tau}\,a(1,2),$$

with $\mathbf s,\tau$ the relative and $\mathbf r,t$ the mean coordinates. Take one space dimension. The operator $e^{i(\alpha\hat x+\beta\hat p)}$ has the transform $e^{i(\alpha x+\beta p)}$. Since $[\hat x,\hat p]=i$, two such operators multiply as

$$e^{i(\alpha\hat x+\beta\hat p)}e^{i(\alpha'\hat x+\beta'\hat p)}=e^{-\frac i2(\alpha\beta'-\beta\alpha')}\,e^{i[(\alpha+\alpha')\hat x+(\beta+\beta')\hat p]}.$$

On the plane waves $\partial_xa\,\partial_pb=-\alpha\beta'ab$, so the extra phase is $\exp(\tfrac i2\Lambda)$, where $a\Lambda b=\partial_xa\,\partial_pb-\partial_pa\,\partial_xb$. Fourier superposition extends this to smooth functions. For time, $\hat\omega=i\partial_t$ gives $[t,\hat\omega]=-i$ and the opposite sign. Thus $a\Lambda b=\{a,b\}$ with

$$\{a,b\}=\partial_\omega a\,\partial_tb-\partial_ta\,\partial_\omega b+\nabla_ra\cdot\nabla_pb-\nabla_pa\cdot\nabla_rb.$$

Expanding the exponential,

$$[a,b]\to i\{a,b\}-\tfrac{i}{24}a\Lambda^3b+\dots,\qquad [a,b]_+\to2ab-\tfrac14a\Lambda^2b+\dots$$

I keep the first term of each.

**Q:** Then write the first-order equation.

**A:** Put $G^<=in$ and $\Sigma^<=i\sigma$. Both sides acquire a factor $i^2$, which cancels:

$$\{\omega-\varepsilon_p-U-S,\,n\}-\{\sigma,P\}=A\sigma-\Gamma n.$$

The part without $S$ is

$$\{\omega-\varepsilon_p-U,n\}=\partial_tn+\mathbf p\cdot\nabla_rn-\nabla_rU\cdot\nabla_pn+\partial_tU\,\partial_\omega n.$$

A product in $\mathbf r_1-\mathbf r_2$ becomes a convolution in momentum, so with $\int_{p'}=\int d^3p'/(2\pi)^3$

$$\sigma=\int_{p'}W(\mathbf p-\mathbf p')\,n',\qquad \Gamma=\int_{p'}W(\mathbf p-\mathbf p')\,A'.$$

These are local in $\mathbf r,t$. Defining $f$ by $n=Af$,

$$A\sigma-\Gamma n=\int_{p'}W\,AA'\,(f'-f).$$

**Q:** Electrons are fermions. Where are the blocking factors?

**A:** They cancel. Gain minus loss is $f'(1-f)-f(1-f')=f'-f$, because in the Born approximation a static potential scatters at the same rate in both directions: $v(\mathbf r)$ is real, so $|v(\mathbf q)|^2=|v(-\mathbf q)|^2$.

**Q:** Insert the delta function, then. Does the spectral weight itself have a gradient correction?

**A:** Not at first order. $G^R$ is the inverse of $X=G_0^{-1}-\Sigma^R$ from either side, so $XG^R+\tfrac i2\{X,G^R\}=1$ and $XG^R-\tfrac i2\{X,G^R\}=1$. Adding them gives $G^R=1/X$, and therefore

$$A=\frac{\Gamma}{(\omega-\varepsilon_p-U-S)^2+\Gamma^2/4}\;\to\;2\pi\delta(\omega-\varepsilon_p-U)$$

for small $\Gamma$ and $S$. Both have unit area under $d\omega/2\pi$.

Leave out the brackets with $S$ and $\sigma$ for the moment and integrate over $\omega/2\pi$. The term $\partial_tU\,\partial_\omega n$ integrates to zero. In the collision term the two delta functions contain the same $U(\mathbf r,t)$, which drops out:

$$\int\frac{d\omega}{2\pi}(2\pi)^2\delta(\omega-\varepsilon_p-U)\,\delta(\omega-\varepsilon_{p'}-U)=2\pi\delta(\varepsilon_p-\varepsilon_{p'}).$$

The result is

$$\partial_tf+\mathbf p\cdot\nabla_rf-\nabla_rU\cdot\nabla_pf=\int_{p'}2\pi W(\mathbf p-\mathbf p')\,\delta(\varepsilon_p-\varepsilon_{p'})\,(f'-f).$$

The rate is Fermi's golden rule, multiplied by the number of impurities.

**Q:** You left out $\{S,n\}$ and $\{\sigma,P\}$. Does the delta function remove them?

**A:** No. They go by order counting. The drift terms kept are of order $\nabla$ and the collision term is of order $\Gamma$. Both $S$ and $\sigma$ are proportional to $W$, as $\Gamma$ is, so these brackets are of order $\Gamma\nabla$.

Their time part has a clear meaning. Integration by parts in $\omega$ gives

$$-\int\frac{d\omega}{2\pi}\big(\{S,n\}+\{\sigma,P\}\big)_t=-\partial_t\int\frac{d\omega}{2\pi}\,(n\,\partial_\omega S-\sigma\,\partial_\omega P).$$

To lowest order, measuring $\omega$ from the local $U$, $P=1/(\omega-\varepsilon)$ and $S=\int_{p'}W/(\omega-\varepsilon')$. With delta functions in $n$ and $\sigma$, the quantity under $\partial_t$ in the full equation becomes

$$f_W+\int_{p'}W\frac{f-f'}{(\varepsilon-\varepsilon')^2},\qquad f_W=\int\frac{d\omega}{2\pi}\,n,$$

where the double pole means its finite part.

**Q:** Why is that combination sensible?

**A:** Consider discrete levels with weak coupling $V_{kl}$. The eigenstate that grows out of $k$ keeps a fraction $1-\sum_l|V_{kl}|^2/(\varepsilon_k-\varepsilon_l)^2$ of the bare state $k$, and each eigenstate $l$ contains the corresponding missing part. If the eigenstates have occupations $f_k$, the bare state has

$$f_{W,k}=f_k+\sum_l\frac{|V_{kl}|^2}{(\varepsilon_k-\varepsilon_l)^2}(f_l-f_k).$$

So the combination is the occupation of the dressed state. To this order the Boltzmann unknown is that $f$, and the momentum distribution $f_W$ differs from it by an amount of order $W$.

The correction is not small everywhere. At zero temperature and a distance $d$ from the Fermi energy it is about $(\Gamma/2\pi)\int_d^\infty dx/x^2=\Gamma/2\pi d$, so this expansion of $f_W$ fails for $d\lesssim\Gamma$.

The remaining parts add $\nabla_r\cdot\int(n\nabla_pS-\sigma\nabla_pP)$ and $-\nabla_p\cdot\int(n\nabla_rS-\sigma\nabla_rP)$ to the left side, with $\int=\int d\omega/2\pi$. They correct the current and the force, and are discarded.

**Q:** Can a strong field spoil energy conservation during a collision?

**A:** Yes, through second-order gradients. They appear in the spectral weight and in the anticommutators. For the spectral weight, let $H=p^2/2+Fx$ and try $K=e^{-iHt-ict^3}$ as the transform of the evolution operator. It must obey $i\partial_tK=H\circ K$, where $\circ$ is the product above. The first-order bracket vanishes because $K$ depends on $x,p$ through $H$ alone. The second-order term is $-\tfrac18\partial_x^2K=\tfrac18F^2t^2K$, and higher ones vanish because $H$ is quadratic. Hence $3c=F^2/8$ and

$$A=\int dt\,e^{i(\omega-\varepsilon_p-U)t-iF^2t^3/24}.$$

This is an Airy function of energy width $\theta=(F^2/8)^{1/3}$. Replacing $A$ by a delta function needs $\theta$ to be small compared with the energies over which $W$, the density of states and $f$ vary.

This width alone does not spoil energy conservation: when $AA'$ is integrated over $\omega$, the two cubic phases cancel and $2\pi\delta(\varepsilon_p-\varepsilon_{p'})$ survives. The anticommutators do spoil it. Their second-order term multiplies $W(f'-f)$, for slowly varying $f$, by

$$-\frac18\int\frac{d\omega}{2\pi}\,A\Lambda^2A'=-\frac18F^2(p_x-p_x')^2\,2\pi\delta''''(\varepsilon_p-\varepsilon_{p'}),$$

where $\partial_x$ acts on either delta function as $-F\partial_\omega$, the momentum derivative acts on $A$ at $\mathbf p$ and on $A'$ at $\mathbf p'$, and the leftover terms form a total $\omega$ derivative. So $\sqrt{F|p_x-p_x'|}$ must also be small compared with those energies. The force also enters at first order, as the rate of change of the off-shell admixture $W/(\varepsilon-\varepsilon')^2$ while it shifts $\varepsilon-\varepsilon'$. That term is of order $\Gamma\nabla$, belongs with the brackets already discarded, and is small under the same condition.

**Q:** List everything that was discarded.

**A:**
- Initial correlations: they matter while $G^R$ still remembers the preparation.
- Third and higher cumulants: repeated scattering on one impurity. Their relative size depends on the strength of $v$, so dilution does not cure them.
- Crossed diagrams: interference between scattering sequences, of relative order $1/k_Fl$ with $l=k_F/\Gamma$ when the range of $v$ is not much larger than $1/k_F$. For longer-range impurities their effect on $\Gamma$ is of order range divided by $l$, which is larger.
- Sample-to-sample fluctuations.
- $\{S,n\}$ and $\{\sigma,P\}$: order $\Gamma\nabla$.
- The width of $A$ and its shift by $S$: order $\Gamma^2$ in the collision term.
- Second-order gradients in the anticommutators and in $A$: order $\Gamma\nabla^2$, including the field's action during a collision.
- Third-order gradients in the commutators: order $\nabla^3$ in the drift, and order $\Gamma\nabla^3$ with $S$ or $\sigma$.

The estimate for crossed diagrams can fail in low dimension. A closed path and its reverse interfere with a weight set by the return probability of diffusion, $\propto t^{-d/2}$ in $d$ dimensions. Its time integral grows without limit for $d\le2$.

**Q:** Do waves among actual impurities follow these rates?

**A:** I evolved a plane wave of wavenumber 1 in two dimensions, by alternating potential and kinetic steps, in 40 random samples with a periodic box of side 150.8 bohr. Gaussian impurities of both signs, equally likely, had total density 1 bohr$^{-2}$ and $W(q)=0.05\,e^{-q^2/2}$. Exponential fits from $t=8$ to 40 gave these rates in inverse atomic time units:

- Decay of the squared modulus of the averaged wave: 0.02313, against 0.02329 from the golden rule, $\frac1{2\pi}\int d\theta\,W$.
- Decay of the mean momentum: 0.01286, against 0.01289 with the extra factor $1-\cos\theta$.

The sampling error is about 1% of each rate (a new set of samples with half the time step gives 0.0230 and 0.0128), so the small differences should not be read as physical corrections. The mixed signs suppress the third cumulant, so this run does not probe it.

**Q:** The momentum decays more slowly than the wave. Show why from your equation, in three dimensions.

**A:** Apply a weak uniform force $F$ and write $f=f_0+\delta f$. The steady equation at momentum $k$ is $Fk\mu\,\partial_\varepsilon f_0=\mathcal C[\delta f]$, where $\mu$ is the cosine of the angle to the force and $\mathcal C$ the collision term. Let $\delta f\propto\mu$. Averaged over azimuth about $\mathbf p$, the final cosine is $\mu\mu_s$, where $\mu_s$ is the cosine of the scattering angle. With $p'^2dp'=k'd\varepsilon'$,

$$\mathcal C[\mu]=\frac{k}{2\pi}\int_{-1}^1d\mu_s\,W\,(\mu\mu_s-\mu)=-\frac{\mu}{\tau},\qquad \frac1\tau=\frac k{2\pi}\int_{-1}^1d\mu_s\,W(1-\mu_s).$$

So $\delta f=-\tau Fk\mu\,\partial_\varepsilon f_0=-\tau F\,\partial f_0/\partial p_x$. The particle current is

$$2\int_pp_x\,\delta f=-2\tau F\int_pp_x\frac{\partial f_0}{\partial p_x}=n_e\tau F,$$

by parts, with 2 for spin and $\tau$ taken at the Fermi energy. The conductivity is $n_e\tau$. Small-angle scattering destroys the phase of the wave but little of its momentum.

**Q:** Give me numbers.

**A:** Take a model gas at zero temperature with $k_F=0.7$, so $E_F=0.245$ hartree and $n_e=k_F^3/3\pi^2=0.01158$ bohr$^{-3}$. The impurities are $v(r)=0.05\,e^{-r^2/2a^2}$ hartree with $a=1.5$ bohr and $n_i=10^{-3}$ bohr$^{-3}$. Then

$$v(q{=}0)=0.05\,(2\pi)^{3/2}a^3=2.658,\qquad W(0)=n_i\,v(q{=}0)^2=7.064\times10^{-3}.$$

On the energy shell $q^2=2k_F^2(1-\mu_s)$, so $W=W(0)e^{-z(1-\mu_s)}$ with $z=2k_F^2a^2=2.205$. The integrals give

$$\Gamma=\frac{k_FW(0)}{2\pi}\frac{1-e^{-2z}}z=3.53\times10^{-4},\qquad \frac1{\tau\Gamma}=\frac1z-\frac2{e^{2z}-1}=0.429.$$

This ratio tends to 1 for short-range impurities ($z\to0$) and to $1/z$ for long-range ones. Here $\tau=6613$ atomic units, or 160 fs. The transport path $k_F\tau$ is 245 nm, and the resistivity $1/n_e\tau=0.01305$ atomic units is 0.284 µΩ cm.

**Q:** Would a real metal look like that?

**A:** The electron density is metallic, but the impurities are weak. There are about nine per hundred electrons, whereas one atomic percent of foreign atoms in a good metal typically adds very roughly 1 µΩ cm. Stronger impurities would also worsen the Born approximation. At room temperature phonons add roughly a few µΩ cm, several times the value found here.

**Q:** Which discarded term is largest in this example?

**A:** Of those I sized, repeated scattering on one impurity. I integrated the radial Schrödinger equation for angular momenta up to 9 and formed the transport cross-section from the phase shifts. The resulting rate is 0.972 times the Born rate for these repulsive impurities, and 1.014 times for attractive ones of equal strength. The third cumulant changes sign with $v$; the unequal deviations show that higher orders contribute too.

The others are smaller, apart from effects right at the Fermi edge:

- Crossed diagrams: $1/k_Fl=\Gamma/k_F^2=7\times10^{-4}$, an order of magnitude without its coefficient.
- Broadening: two Lorentzians of equal width combine to $2\Gamma/[(\varepsilon-\varepsilon')^2+\Gamma^2]$ in place of $2\pi\delta$. With these constant widths, numerical integration lowers the total rate by 0.10%. This is only the order of magnitude: with the self-consistent, energy-dependent $\Gamma$ and $S$ in $A$, the rate $\int\frac{d\omega}{2\pi}A\Gamma$ at $k_F$ is lowered by 0.05%.
- Off-shell brackets: the one with $S$ is set by the slopes $\partial_\omega S=5\times10^{-4}$ and $\partial S/\partial\varepsilon_p=-2\times10^{-4}$ on the shell, from principal-value integrals. The one with $\sigma$ has no single size: at a distance $d$ from the Fermi energy it changes the momentum distribution by about $\Gamma/2\pi d$, as found above, which is not small for $d\lesssim\Gamma$.
- Force: for $F=10^{-9}$ atomic units (514 V/m), $\theta=5\times10^{-7}$ hartree, which is 0.14% of $\Gamma$. The collision scale $\sqrt{F|p_x-p_x'|}$ is at most $\sqrt{2k_FF}=4\times10^{-5}$ hartree, far below $E_F$. The zero-temperature step in $f$ is sharper than either scale, so the condition on $f$ fails at the edge itself. The energy gained over one transport path is $2\times10^{-5}E_F$.

**Q:** And the third-order gradient? A sharp Fermi surface has no small momentum derivative.

**A:** Pointwise the expansion does fail there, but an integrated response can still have a good one. For a static potential of wavevector $\mathbf q$ and amplitude $U_q$, the clean gas has

$$\delta f=U_q\frac{f_0(\mathbf p+\mathbf q/2)-f_0(\mathbf p-\mathbf q/2)}{\mathbf p\cdot\mathbf q}=U_q\Big[f_0'+\frac{q^2}{24}\big(3f_0''+u^2f_0'''\big)+\dots\Big],$$

where $u$ is the component of $\mathbf p$ along $\mathbf q$ and primes are energy derivatives. Sum over momenta with weight $\sqrt\varepsilon\,d\varepsilon$ and angular average $u^2\to2\varepsilon/3$. By parts, the correction integral is

$$2\int\sqrt\varepsilon\,f_0''\,d\varepsilon=-\int\frac{f_0'}{\sqrt\varepsilon}\,d\varepsilon=\frac1{\sqrt{E_F}},$$

against a leading term $-\sqrt{E_F}$. The density response is therefore reduced by the fraction $q^2/24E_F=q^2/12k_F^2$. For $q=0.1$ bohr$^{-1}$ this is 0.170%, and numerical integration of the unexpanded response also gives 0.170%. The loss grows with $q$: at $q=k_F$ the unexpanded response is about 9% below the local one, so there the local force term of the Boltzmann equation is only a rough approximation.

Numbers in the example were calculated in double precision.
